# Counting the cost of three-phonon and four-phonon scattering rates

## Problem

A crystal is described by $N$ wavevectors on a periodic mesh and $b$ phonon branches. The anharmonic force constants have a fixed, finite range. Scattering rates are wanted for all $bN$ modes at lowest order, each from a direct sum over its scattering partners.

1. How many terms must be evaluated for three-phonon and for four-phonon scattering, and how does each number grow with $N$?
2. How do energy screening and point symmetry change the growth?
3. Is the growth a lower bound on the cost of obtaining the rates?
4. Estimate the computing time for an fcc crystal with silver-like phonon energies at 300 K on a $20^3$ mesh. Assume $1\ \mu$s per three-phonon term and $10\ \mu$s per four-phonon term, and keep terms whose energy mismatch is at most 0.001 eV.

## Solution

### Momentum conservation removes one sum

The algebra uses atomic units, with temperature $T$ measured as an energy. Let $l$ label cells, $\kappa$ atoms in a cell and $\alpha$ Cartesian directions. With $\lambda=(\mathbf q,j)$, $-\lambda=(-\mathbf q,j)$ and $A_\lambda=a_\lambda+a^\dagger_{-\lambda}$, the displacement is

$$u_{l\kappa\alpha}=\sum_\lambda\frac{e_{\kappa\alpha}(\lambda)}{\sqrt{2NM_\kappa\omega_\lambda}}\,e^{i\mathbf q\cdot\mathbf R_l}A_\lambda .$$

The cubic energy is $H_3=\frac1{3!}\sum\Phi\,uuu$. Inserting the displacements gives $H_3=\frac1{3!}\sum V_3(\lambda_1,\lambda_2,\lambda_3)A_{\lambda_1}A_{\lambda_2}A_{\lambda_3}$. Three factors $N^{-1/2}$ multiply the cell sum

$$\sum_{l_1l_2l_3}\Phi(l_1,l_2,l_3)\,e^{i(\mathbf q_1\cdot\mathbf R_{l_1}+\mathbf q_2\cdot\mathbf R_{l_2}+\mathbf q_3\cdot\mathbf R_{l_3})}.$$

In a perfect crystal $\Phi$ depends only on the separations $\mathbf h_2=\mathbf R_{l_2}-\mathbf R_{l_1}$ and $\mathbf h_3=\mathbf R_{l_3}-\mathbf R_{l_1}$. The sum therefore splits into

$$\Big[\sum_{l_1}e^{i(\mathbf q_1+\mathbf q_2+\mathbf q_3)\cdot\mathbf R_{l_1}}\Big]\sum_{\mathbf h_2\mathbf h_3}\Phi(0,\mathbf h_2,\mathbf h_3)\,e^{i(\mathbf q_2\cdot\mathbf h_2+\mathbf q_3\cdot\mathbf h_3)} .$$

The bracket is $N\Delta$, where $\Delta=1$ if the wavevectors add to a reciprocal lattice vector and $\Delta=0$ otherwise. The quartic case has four factors $N^{-1/2}$ and the same single factor $N$. Hence

$$V_3\propto N^{-3/2}N\Delta=N^{-1/2}\Delta,\qquad V_4\propto N^{-2}N\Delta=N^{-1}\Delta .$$

The remaining sum over separations has a fixed number of entries because the range is fixed. The cost of one matrix element is then independent of $N$.

A ring of seven cells with anharmonic bonds shows what translation symmetry does. Bond forces ignore uniform translation, so elements with any $q=0$ vanish. The nonzero elements of order $p$ number

$$\frac1L\sum_{m=0}^{L-1}\Big(\sum_{k=1}^{L-1}e^{2\pi imk/L}\Big)^p=\frac{(L-1)^p+(L-1)(-1)^p}{L},$$

since the inner sum is $L-1$ for $m=0$ and $-1$ otherwise. For $L=7$ this gives 30 cubic and 186 quartic elements, as found by transforming the force constants. Doubling the strength of one bond raises the numbers to $6^3=216$ and $6^4=1296$: one more wavevector is free.

### The rates and their classes

Consider the decay $1\to2+3$. The $3!$ orderings of the operators cancel the $1/3!$ in $H_3$, leaving the amplitude $V_3$ times the square roots from the ladder operators. An unrestricted sum over partners meets each pair twice, so it needs a factor $\frac12$. Decay minus the reverse process gives

$$\dot n_1=-2\pi\cdot\tfrac12\sum_{23}|V_3|^2\big[n_1(1+n_2)(1+n_3)-(1+n_1)n_2n_3\big]\delta(\omega_1-\omega_2-\omega_3).$$

Set $n_1=n_1^0+\delta n_1$ and keep the partners in equilibrium. The part without $\delta n_1$ vanishes, because $n^0/(1+n^0)=e^{-\omega/T}$ and the energies balance. The coefficient of $\delta n_1$ is $(1+n_2)(1+n_3)-n_2n_3=1+n_2+n_3$.

For $1+2\to3$ the partners have different roles, so there is no factor $\frac12$. The coefficient is $n_2(1+n_3)-(1+n_2)n_3=n_2-n_3$. Together,

$$\frac1{\tau_3}=2\pi\sum_{23}|V_3|^2\Big\{\tfrac12(1+n_2+n_3)\,\delta(\omega_1-\omega_2-\omega_3)+(n_2-n_3)\,\delta(\omega_1+\omega_2-\omega_3)\Big\}.$$

The arguments of $V_3$ carry $+\mathbf q$ for an absorbed phonon and $-\mathbf q$ for an emitted one.

The same steps with $H_4$ give three classes:

| Process | Factor | Occupation factor |
|---|---|---|
| $1\to2+3+4$ | $1/6$ | $(1+n_2)(1+n_3)(1+n_4)-n_2n_3n_4$ |
| $1+2\to3+4$ | $1/2$ | $n_2(1+n_3)(1+n_4)-(1+n_2)n_3n_4$ |
| $1+2+3\to4$ | $1/2$ | $n_2n_3(1+n_4)-(1+n_2)(1+n_3)n_4$ |

The factors remove the $3!$ or $2!$ exchanges of partners with equal roles. Coinciding modes, including forward events that leave $n_1$ unchanged, need separate care but form a fraction of order $1/N$ of the terms.

### The count

Fix a class. In three-phonon scattering $\mathbf q_1$ and $\mathbf q_2$ each take $N$ values, and $\mathbf q_3$ follows from momentum conservation. In four-phonon scattering three wavevectors are free. Each phonon carries a branch label, so

$$\boxed{\mathcal N_3=2b^3N^2,\qquad \mathcal N_4=3b^4N^3.}$$

These are leading-order counts; the three uniform translations at $\mathbf q=0$ have no rate. Using the exchange of equal partners lowers the prefactors but not the powers. The ratio is

$$\frac{\mathcal N_4}{\mathcal N_3}=\frac{3b}{2}N .$$

The number of terms grows, but a single rate does not. For one mode, $N$ partner sets meet $|V_3|^2\propto1/N$, and $N^2$ partner sets meet $|V_4|^2\propto1/N^2$. At fixed broadening both rates should approach finite limits.

A chain with unit mass, spring and anharmonic constants illustrates this at $T=1$ and Gaussian width $\sigma=0.3$. Between 1000 and 2000 cells, the rates of the mode at $q=\pi/2$ change from 0.6426 to 0.6447 for three phonons and from 0.1610 to 0.1613 for four. This shows convergence in $N$ only. On this chain $\omega_1<\omega_2+\omega_3$ for every momentum-conserving triple of nonzero wavevectors, so no three-phonon term conserves energy exactly. The three-phonon value comes from the broadening and changes with it, to about 1.07 at $\sigma=0.1$.

### Two cubic vertices

At the same order in the four-phonon amplitude, two cubic vertices act through an intermediate state $m$:

$$T_{fi}=\langle f|H_4|i\rangle+\sum_m\frac{\langle f|H_3|m\rangle\langle m|H_3|i\rangle}{E_i-E_m}.$$

The external phonons can be split between the two vertices in three ways, and each split has two time orders. Momentum conservation fixes the intermediate wavevector. One event on the chain indeed has 6 intermediate states for both 7 and 13 cells.

With $b$ branches there are $3b$ products of cubic elements, since the two time orders share a product. This changes the cost by a factor independent of $N$. A vanishing denominator signals a real intermediate phonon and needs separate treatment. Closed loops bring a further free wavevector and lie outside the stated count.

### Energy screening

Let $D$ be the energy mismatch and $g_p(D)$ its normalized distribution over momentum-allowed terms with $p$ phonons. If the mesh resolves the window $|D|\le w$ and $g_p$ is smooth there, the number kept is

$$\mathcal N_p^{\rm allowed}=\mathcal N_p\int_{-w}^{w}g_p(D)\,dD\simeq2w\,g_p(0)\,\mathcal N_p .$$

A fixed $w$ leaves the powers unchanged. In three dimensions the mesh spacing falls as $N^{-1/3}$. A window that shrinks with it gives

$$\mathcal N_3^{\rm allowed}\propto N^{5/3},\qquad\mathcal N_4^{\rm allowed}\propto N^{8/3}.$$

This saves matrix elements. A plain search still inspects every momentum-allowed candidate, so its energy comparisons grow as $N^2$ and $N^3$.

The fcc model specified below was counted on $10^3$ and $20^3$ meshes. Phonon energies were rounded to 0.0001 eV, which effectively widens each half-window by about 0.00005 eV, or 5% of a half-window of 0.001 eV. The half-window was either held at 0.002 eV or reduced from 0.002 to 0.001 eV.

| Case | Three-phonon exponent | Four-phonon exponent |
|---|---|---|
| Fixed window, derived | 2 | 3 |
| Fixed window, counted | 2.005 | 3.001 |
| Shrinking window, derived | 5/3 | 8/3 |
| Shrinking window, counted | 1.648 | 2.685 |

### Point symmetry

Modes related by symmetry have equal rates, so only irreducible first wavevectors are needed. The simplest scheme keeps their partner sums complete, and this scheme is counted first. A cubic crystal of this type has 48 operations, and a general wavevector has 48 distinct images. Wavevectors on symmetry planes have fewer. In three dimensions the planes hold of order $N^{2/3}$ points, hence

$$N_{\rm irr}=\frac N{48}+O(N^{2/3}).$$

The powers survive at large $N$, but in this scheme the approach is slow. The $10^3$, $20^3$ and $40^3$ meshes have 47, 256 and 1661 irreducible points, with gains $N/N_{\rm irr}$ of 21.3, 31.3 and 38.5. Between the first two meshes the apparent three-phonon exponent is

$$1+\frac{\ln(256/47)}{\ln8}=1.815,$$

and the four-phonon exponent is 2.815. These low values reflect a symmetry gain that is still growing.

The partner sums can be reduced as well. An operation that leaves $\mathbf q_1$ fixed maps each partner set onto one with the same contribution, after summing over degenerate branches. If operation $g$ fixes $F_g$ mesh points, the number of inequivalent sets of $p$ free wavevectors is $\frac1{48}\sum_gF_g^{\,p}$, which is $N_{\rm irr}$ for $p=1$. For the three meshes the gains are then 43.8, 46.9 and 47.7 for pairs and 47.6, 47.95 and 47.99 for triples. The apparent exponents become 1.967 and 2.996. The estimate below uses the simpler scheme.

### Why the count is not a lower bound

The chain has bond energy $x^3/3!+x^4/4!$, where $x$ is the bond stretch. Each phonon contributes $|e^{iq}-1|^2=\omega_q^2$ to the squared vertex and $1/(2\omega_q)$ from its amplitude. The product is $\omega_q/2$, so the squared vertex factorizes:

$$|V_3|^2=\frac{\omega_1\omega_2\omega_3}{8N},\qquad|V_4|^2=\frac{\omega_1\omega_2\omega_3\omega_4}{16N^2}.$$

Define the bond correlation function

$$C(x,t)=\frac1N\sum_{q\ne0}\frac{\omega_q}2\big[(1+n_q)e^{-i\omega_qt}+n_qe^{i\omega_qt}\big]e^{iqx}.$$

Its first part describes an emitted partner and its second an absorbed one. Complex conjugation exchanges their occupation factors, which gives the reverse process. Represent the broadened delta function by

$$2\pi\delta_\sigma(D)=\int dt\,e^{iDt-\sigma^2t^2/2}.$$

For $m$ partners, with $m=2$ or 3, the rate becomes

$$\frac1{\tau_{m+1}(q)}=\frac{\omega_q}{2\,m!}\int dt\,e^{i\omega_qt-\sigma^2t^2/2}\sum_xe^{-iqx}\big[C(x,t)^m-C^*(x,t)^m\big].$$

To verify the factors, expand $C^m$. A class with $a$ absorbed partners appears $m!/[a!(m-a)!]$ times. Dividing by $m!$ leaves $1/[a!(m-a)!]$, which reproduces the factors above. The sum over $x$ gives $N\Delta$, and $N\cdot N^{-m}=N^{1-m}$ is the prefactor of the squared vertex. The formula also contains the class with all partners absorbed, which cannot conserve energy. Since $|\sin(a+b)|\le|\sin a|+|\sin b|$, its partner energies add to at least $\omega_q$, so its mismatch is at least $2\omega_q$. It is negligible when $2\omega_q\gg\sigma$. For softer modes it must be removed: write $C=E+A$, with $E$ the emitted and $A$ the absorbed part, and subtract $A^m-(E^*)^m$ from the square bracket. This does not change the scaling with $N$.

At each time, one fast Fourier transform (FFT) builds $C$ and another returns to wavevectors. The cost is $O(N\log N)$ per time point, and at fixed $\sigma$ the number of time points does not grow with $N$. For 12 cells, this method and the direct sum differ by $1.4\times10^{-11}$ for three phonons and $2.5\times10^{-13}$ for four, relative to the largest direct rate.

In a general crystal of fixed force range, each squared vertex is a finite sum of products of one-phonon factors. The same transformation applies to rates from $H_3$ or $H_4$ alone, although the number of products may be large. For these rates, the powers $N^2$ and $N^3$ therefore belong to direct enumeration, not to the rates themselves. The method does not carry over directly to two cubic vertices, because their energy denominators do not split into one-phonon factors.

### Estimate for the fcc crystal

Take one atom of mass 107.87 amu per cell and nearest-neighbour central springs $k=1.3$ eV/Å$^2$. At the zone-boundary point along a cube axis, eight neighbours contribute to the longitudinal mode. Each has squared direction cosine $\frac12$ and phase factor $1-\cos\pi=2$, so

$$\omega^2=\frac kM\cdot8\cdot\frac12\cdot2=\frac{8k}M .$$

This gives a top phonon energy of 0.0201 eV. At 300 K the thermal energy is 0.0259 eV and the occupation of the top mode is 0.85. Thermal freezing therefore gives no reason to discard a branch.

For $N=8000$ and $b=3$,

$$\mathcal N_3=2\cdot27\cdot8000^2=3.46\times10^9,\qquad\mathcal N_4=3\cdot81\cdot8000^3=1.24\times10^{14}.$$

Their ratio is 36,000. With the rounded energies, the window keeps 1.35% of the three-phonon terms and 3.67% of the four-phonon terms, or $4.66\times10^7$ and $4.57\times10^{12}$. These numbers are about 5% high because rounding widens the window. Dividing by the symmetry gain 31.25 leaves $1.49\times10^6$ and $1.46\times10^{11}$. This assumes that irreducible wavevectors have the mesh-averaged allowed fraction; on this mesh they keep about 9% more three-phonon terms and 2% fewer four-phonon terms. The times are

$$t_3=1.49\times10^6\times10^{-6}\ {\rm s}=1.5\ {\rm s},$$

$$t_4=1.46\times10^{11}\times10^{-5}\ {\rm s}=1.46\times10^6\ {\rm s}\approx406\ \text{core-hours}.$$

They cover matrix elements only, not the search for allowed terms. Reducing the partner sums by symmetry as well, with gains 46.9 and 47.95, would lower them to about 1.0 s and 265 core-hours.

For other meshes, keep the window, allowed fractions and unit costs fixed; between $10^3$ and $40^3$ the three-phonon fraction actually rises by about 3%, and the four-phonon fraction changes by less than 1%. The three-phonon time then scales as $N_{\rm irr}N$ and the four-phonon time as $N_{\rm irr}N^2$:

| Mesh | $N_{\rm irr}$ | Three-phonon time (s) | Four-phonon time (core-hours) |
|---|---:|---:|---:|
| $10^3$ | 47 | 0.03 | 1.2 |
| $20^3$ | 256 | 1.5 | 406 |
| $40^3$ | 1661 | 77 | $1.7\times10^5$ |

Halving the mesh spacing from $20^3$ multiplies the four-phonon time by $(1661/256)\times8^2\approx415$. Without symmetry the factor would be $8^3=512$, and with the partner sums also reduced it is 511.

### How far the estimate can be trusted

The spring constant was chosen to place the top phonon energy near that of silver, roughly 0.02 eV. The real metal also has forces beyond nearest neighbours. A second-neighbour spring of $0.1k$ changes the allowed three-phonon terms by $-25\%$ and the four-phonon terms by $+3\%$. The cause of the large three-phonon change was not isolated, but it shows that this prefactor is sensitive to the dispersion. Lowering all energies by 3% changes both numbers by about $+3\%$. Heat in silver at room temperature is carried mainly by electrons, so a transport calculation also needs electron-phonon scattering. One electron band on a $60^3$ mesh gives $3\cdot8000\cdot60^3=5.2\times10^9$ pairs before screening, about 1.5 times $\mathcal N_3$. Real films and contacts have surfaces and grain boundaries that break translation symmetry. Adding a separate boundary rate leaves the anharmonic count unchanged; treating the disorder explicitly in the anharmonic vertices can multiply the unscreened count by up to $N=8000$.

The numerical settings matter as well. Reducing the half-window to 0.0005 eV removes about half of the allowed terms in both cases. Including two cubic vertices adds $3b=9$ products per four-phonon term. If each product cost as much as a quartic element, the time would rise tenfold, to about 4000 core-hours. The time estimate is thus good to an order of magnitude at best, given its assumed unit costs. The powers of $N$ do not depend on those costs. The printed counts are in the numerical output.

## Computed results

```
ring of 7 cells: nonzero elements, uniform / one altered bond
  order 3: 30 / 216
  order 4: 186 / 1296
intermediate states, 7 and 13 cells: [6, 6]
chain: broadening 0.3, temperature 1.0 (reduced units)
  3-phonon FFT vs direct, relative error: 1.4e-11
  3-phonon rate, 1000 / 2000 cells: 0.64259 / 0.64468
  4-phonon FFT vs direct, relative error: 2.5e-13
  4-phonon rate, 1000 / 2000 cells: 0.16100 / 0.16132
fcc model: mass 107.87 amu, spring 1.3 eV/angstrom^2
top phonon energy: 0.02008 eV
temperature: 300 K, thermal energy 0.02585 eV
Bose occupation at top energy: 0.852
energy bin: 0.0001 eV
measured exponents of allowed terms, meshes 10^3 to 20^3
  fixed half-window 0.0020 eV; shrinking to 0.0010 eV
  3-phonon: fixed 2.005, shrinking 1.648
  4-phonon: fixed 3.001, shrinking 2.685
mesh 10^3: irreducible 47, gain 21.28
mesh 20^3: irreducible 256, gain 31.25
mesh 40^3: irreducible 1661, gain 38.53
apparent exponents with symmetry, 10^3 to 20^3: 1.815 and 2.815
worked mesh: N = 8000, branches 3, half-window 0.0010 eV
3-phonon full terms: 3.4560e+09
  allowed fraction: 0.01349
  allowed terms: 4.6608e+07
  allowed terms after symmetry: 1.4915e+06
  time at 1e-06 s per term: 1.4915e+00 s
4-phonon full terms: 1.2442e+14
  allowed fraction: 0.03674
  allowed terms: 4.5716e+12
  allowed terms after symmetry: 1.4629e+11
  time at 1e-05 s per term: 1.4629e+06 s
four-phonon time: 406.4 core-hours
full-term ratio, four- to three-phonon: 36000
neglected effects: change of allowed terms, 3-phonon / 4-phonon
  second-neighbour spring 0.1 of first: -24.87 / +3.12 percent
  all energies 3 percent lower: +3.35 / +3.04 percent
  half-window 0.0005 eV: -48.70 / -47.42 percent
cubic-vertex products per four-phonon term: 9
electron-phonon pairs, one band on 60^3 mesh: 5.1840e+09
```
